How Ideal Phonon Poiseuille Conductivity Scales with Temperature

**Question.** In a crystal slab of fixed width, phonons collide mostly with each other and conserve their total momentum. The rate of these normal collisions grows as T⁵. How does the thermal conductivity grow with temperature, how large is it, and how much of that growth survives in a crystal of a few millimetres?

**Answer.** In the ideal limit, more frequent collisions increase the conductivity. The phonon gas flows like a viscous fluid and loses momentum only at the walls, so shorter free paths mean lower viscosity and faster flow. The calculation must find that viscosity and the heat carried by the flow.

**The flowing phonon gas**

The slab occupies 0 < y < W and is long in x and z. Its temperature gradient T′ = dT/dx is negative, so heat flows along +x. I set ħ = 1 and keep k_B. Three acoustic branches share the isotropic dispersion ω = vq, and T is far below the Debye temperature. Σ denotes a sum over modes per unit volume.

Normal collisions relax the occupation n towards a distribution drifting with velocity u along x:

n_d = 1/{exp[(ω − q_x u)/(k_B T)] − 1}.

For small u this becomes

n_d ≈ n₀ + n₀(n₀ + 1) q_x u/(k_B T),

where n₀ is the Bose function at rest. The heat capacity per volume is

C = Σ ω² n₀(n₀ + 1)/(k_B T²) = (2π²/5) k_B (k_B T/v)³.

The heat flux is J = Σ ω v_x n_d. The angular average of the squared x component of a unit vector is 1/3, and vq = ω, so

J = (u/3) Σ ω² n₀(n₀ + 1)/(k_B T) = TCu/3.

The pressure of this gas is one third of its energy density, which gives dp/dT = C/3. This is also the entropy density s, since dp = s dT for a gas whose phonon number is not conserved. Hence J = Tsu.

**Viscosity**

The lifetime τ below is an input of the model, namely the time over which normal collisions erase shear in the distribution. With one speed and ω = vq, energy and momentum conservation make three-phonon processes collinear, so they could not do this; in real crystals it takes branches of unequal speed. The numerical prefactors that follow belong to this relaxation model, in which the steady Boltzmann equation is

v·∇n = −(n − n_d)/τ.

If u varies across the slab, the first departure from n_d due to shear is

δn = −τ v_y (du/dy) q_x n₀(n₀ + 1)/(k_B T).

The temperature gradient also produces a departure, but that part is odd in v_x and even in v_y, so it gives no shear stress. The stress is

Π_xy = Σ q_x v_y δn = −η du/dy.

Here q_x v_y equals ω times the product of two direction cosines, whose square averages to 1/15. Therefore

η = (1/15) Σ τ ω² n₀(n₀ + 1)/(k_B T) = TC⟨τ⟩/15,

where the average is weighted by each mode's heat capacity. With C ∝ T³ and τ ∝ T⁻⁵, the viscosity falls as T⁻¹.

**Flow between the walls**

Normal collisions conserve momentum, so the sum of q_x times the collision term is zero. The Boltzmann equation then gives a balance of pressure gradient and viscous force:

sT′ = η d²u/dy².

Fully diffuse walls bring the gas to rest in the leading approximation. With u = 0 at both walls,

u(y) = −[sT′/(2η)] y(W − y).

The minus sign makes u positive for negative T′. The mean of y(W − y) is W²/6, so the mean heat flux is −T s²T′W²/(12η). Division by −T′ gives

κ_P = T s²W²/(12η).

Substitute s = C/3 and η = TCτ/15:

κ_P = T (C²/9) W² × 15/(12TCτ) = (5/36) C W²/τ.

With the normal free path l_N = vτ,

κ_P = (5/36) C v W²/l_N ∝ T³ × T⁵ = T⁸.

A random walk explains the form. The number of collisions a phonon needs to reach a wall by diffusion scales as (W/l_N)², so the distance it travels before losing its momentum there scales as W²/l_N. A rate growing as T^m would give κ_P ∝ T^(3+m) by the same substitution.

**If the rate also depends on frequency**

Let the rate be B ω^a T^(5−a), and let x = ω/(k_B T). The lifetime is then T⁻⁵ times a function of x, and averaging it changes only the prefactor. The weight is x⁴eˣ/(eˣ − 1)². Expanding eˣ/(eˣ − 1)² as the sum of m e^(−mx) over m ≥ 1 and integrating each term gives

⟨x^(−a)⟩ = Γ(5 − a) ζ(4 − a)/[Γ(5) ζ(4)].

This is 0.278 for a = 1 and 0.127 for a = 2. At small x the integrand behaves as x^(2−a), so the viscosity is finite for a < 3 and diverges at a = 3.

Even below that value, long waves can delay the approach to T⁸. Phonons with a free path above W do not act as part of the fluid. They lie below x_c ∝ (l_N/W)^(1/a), and their share of the viscosity integral scales as x_c^(3−a). For a = 2 this estimate gives a correction of order (l_N/W)^(1/2), which fades slowly.

**First limit: the slab must be wide enough**

At a diffuse wall the gas slips. Take a single free path, and let μ be the y component of a phonon's direction. Near the wall at y = 0, the drift part of the bulk distribution is proportional to u − l_N μ du/dy. Averaging over azimuth adds a factor (1 − μ²), so the bulk momentum flux is proportional to

∫₋₁¹ (1 − μ²) μ (u − l_N μ du/dy) dμ = −(4/15) l_N du/dy.

At the wall, phonons leaving the surface carry no drift. Only those arriving, with μ < 0, contribute:

∫₋₁⁰ (1 − μ²) μ (u − l_N μ du/dy) dμ = −u/4 − (2/15) l_N du/dy.

Equating the two fluxes gives u = (8/15) l_N du/dy, a slip length of 0.533 l_N. This estimate assumes that the bulk distribution reaches the wall unchanged. A numerical solution of the Boltzmann equation in the slab does not make that assumption. The change in its conductivity between W = 40 l_N and W = 80 l_N corresponds to an effective slip length of about 0.59 l_N; this includes a small contribution of higher order in l_N/W.

With slip length b, the parabola y(W − y) becomes y(W − y) + bW, and its mean rises from W²/6 to W²/6 + bW. Hence

κ ≈ κ_P(1 + δ), δ = 6b/W ≈ 3.5 l_N/W.

Since δ ∝ T⁻⁵, the local exponent is

d ln κ/d ln T = 8 − 5δ/(1 + δ).

Slip therefore raises the conductivity but lowers its exponent. The Boltzmann solution gives κ/κ_P = 1.179, 1.088 and 1.044 at W/l_N = 20, 40 and 80. Its local exponents, without resistive collisions, are 6.61, 7.46, 7.83 and 7.94 at W/l_N = 10, 30, 100 and 300. The approach to 8 is real but gradual. These values hold for a single free path. With a rate growing as ω² (a = 2) the approach is slower: about 6.3, 7.4 and 7.7 at 10, 100 and 300 mean free paths.

**Second limit: resistive collisions must be rare**

Umklapp and defect scattering destroy momentum. The momentum density is J/v² = TCu/(3v²). With resistive lifetime τ_R and path l_R = vτ_R, the balance becomes

sT′ = η d²u/dy² − TCu/(3v²τ_R).

Dividing by η = TCτ/15 gives

d²u/dy² − 5u/(l_N l_R) = sT′/η.

Define λ² = l_N l_R/5 and z = W/(2λ). For walls without slip,

u = −(sT′λ²/η){1 − cosh[(y − W/2)/λ]/cosh z}.

The mean of the braces is 1 − tanh(z)/z. Dividing the mean flow by its drag-free value −sT′W²/(12η), and using λ²/W² = 1/(4z²), gives

κ/κ_P = 3(z − tanh z)/z³.

For small z, tanh z ≈ z − z³/3 + 2z⁵/15, so the ratio is 1 − 2z²/5. The fractional loss is therefore W²/(2 l_N l_R). For large z the ratio tends to 3/z², and κ tends to Cvl_R/3, the ordinary bulk result, in which the width no longer matters. At W = 80 l_N and l_R = 6400 l_N the formula gives 0.668. The Boltzmann conductivity, divided by its own value without resistive collisions so that slip largely cancels, gives 0.662.

The T⁸ law thus needs both l_N ≪ W and W² ≪ l_N l_R. Widening the slab helps the first condition and harms the second.

**How large is it near 3 K?**

Take a rough sound speed for bismuth, with a slab width and scattering paths chosen for illustration: v = 1300 m/s, W = 5 mm, and l_N = 0.50 mm at 3 K, varying as T⁻⁵. The umklapp path is modelled as 0.001 mm × exp(40 K/T), which is 617 mm at 3 K. The heat capacity is 1503 J/(m³ K), so

κ_P = (5/36) × 1503 × 1300 × (0.005)²/0.0005 ≈ 13 600 W/(m K).

Slip is large here: δ ≈ 3.5 × 0.1 = 0.35. The Boltzmann solution without umklapp gives 18 500 W/(m K), 36% above the ideal value. The estimated umklapp loss is 25/(2 × 0.50 × 617) = 4.0%, against 4.8% in the Boltzmann solution. The final conductivity is 17 600 W/(m K), or 1.10 × 10¹³ eV/(s Å K).

The exponent suffers more than the magnitude. Slip lowers it by about 5 × 0.35/1.35 = 1.3. The umklapp loss is small, but its own logarithmic slope is 5 + 40/3 = 18.3, so it lowers the exponent by about 0.040 × 18.3 = 0.7. The estimate is 8 − 1.3 − 0.7 = 6.0; the full calculation gives about 5.8.

From 2 K to 3 K the ideal formula rises by a factor of 25.6, while the Boltzmann conductivity rises from 2240 to 17 600 W/(m K), a factor of 7.9. At 2 K the normal path is 3.8 mm, too close to the width for viscous flow. At 4 K umklapp scattering has taken over and the conductivity falls with temperature.

On a grid of 0.1 K between 1.5 and 4.0 K, the largest exponent is 5.9, on a flat maximum between 2.8 and 2.9 K. A slab 20 mm wide with the same scattering laws reaches 6.7, at 2.4 K. Neither model crystal shows the ideal slope.

**What this says about real bismuth**

Bismuth is a known candidate for phonon Poiseuille flow at a few kelvin, but the scattering paths above are chosen values, so both the conductivities and the exponents belong to the model and are not predictions for a real crystal. A resistive path of 617 mm demands a very pure and perfect crystal. By the small-loss formula, a total resistive path of 250 mm would already cost about 10% of the conductivity at 3 K.

Real bismuth also breaks the assumption of one isotropic sound speed. Two branches at 1100 m/s and one at 2000 m/s, with the lifetime held fixed, would raise κ_P by 19% through the heat capacity; the exponent would stay the same. A sine-shaped dispersion with the same lifetime law and a zone boundary at 1.20 Å⁻¹ raises κ_P by 4% and moves the ideal exponent to 8.08. Bismuth has two atoms per cell, so its acoustic branches end nearer 0.94 Å⁻¹, where these figures become about 7% and 8.15.

For an assumed residual resistivity of 0.40 μΩ cm, the Wiedemann–Franz law gives electrons 18 W/(m K) at 3 K, about 0.1% of the phonon value. Carriers can also scatter phonons. For a spherical pocket holding 3 × 10¹⁷ carriers per cm³, phonons with wave number below twice the Fermi wave number hold 3% of the heat capacity at 3 K. Bismuth's pockets are strongly elongated, so this share is only a rough guide, not a bound. Nor is 3% negligible, because it must be set against the 617 mm path: carrier scattering of these phonons matches the umklapp drag once their path falls to about 0.03 × 617 ≈ 19 mm, and a path of 5 mm costs a further 14% of the conductivity at 3 K.

The low-temperature condition matters as well. At 30 K, a quarter of the model's Debye temperature of 119 K, the form (5/36) C W²/τ has an exponent of only 6.2 even if the T⁵ rate is kept, because the heat capacity no longer grows as T³. That form is itself no longer reliable there, since the entropy density is no longer C/3. For the sine-shaped dispersion, T s²W²/(12η) gives an exponent of 7.3 to 7.7, depending on the zone boundary. The exponent falls below 8, by an amount that depends on the dispersion. The numerical output below lists the main values used here.

Calculated quantities

```
Sound speed: 1300 m/s; slab width: 5.0 mm
Normal path at 3.0 K: 0.50 mm
Umklapp path prefactor: 0.001 mm
Umklapp temperature: 40 K
Debye wave number: 1.20 1/angstrom
Debye temperature of model: 119.2 K
Thermal energy at 3 K: 2.585e-04 eV
Heat capacity at 3 K: 1503.1 J/(m3 K)
Mean of (omega/kT)^-1: 0.2777 (no unit)
Mean of (omega/kT)^-2: 0.1267 (no unit)
Slip length / normal path, BTE: 0.5921 (no unit)
Slip length / normal path, wall estimate: 0.5333 (no unit)
BTE/ideal conductivity at W/l_N=20: 1.1786 (no unit)
BTE/ideal conductivity at W/l_N=40: 1.0883 (no unit)
BTE/ideal conductivity at W/l_N=80: 1.0439 (no unit)
Same, path ~ 1/omega, W/<l_N>=40: 1.1179 (no unit)
Same, path ~ 1/omega, W/<l_N>=80: 1.0593 (no unit)
Drag factor, BTE: 0.6615; viscous: 0.6679
Exponent without umklapp, W/l_N=10: 6.609
Exponent without umklapp, W/l_N=30: 7.462
Exponent without umklapp, W/l_N=100: 7.829
Exponent without umklapp, W/l_N=300: 7.942
Ideal exponent by mode quadrature, 3 K: 8.0000
Same formula at 30 K: exponent 6.174
Ideal conductivity ratio, 3 K to 2 K: 25.63
Ideal conductivity at 3 K: 13570 W/(m K)
Ideal conductivity at 3 K: 8.470e+12 eV/(s angstrom K)
BTE without umklapp at 3 K: 18518 W/(m K)
BTE with umklapp at 3 K: 17626 W/(m K)
BTE with umklapp at 3 K: 1.100e+13 eV/(s angstrom K)
T (K) | l_N (mm) | l_R (mm) | ideal, BTE (W/(m K)) | exponent
1.5 | 16.000 | 3.812e+08 | 53, 927 | 2.55
2.0 | 3.797 | 4.852e+05 | 529, 2237 | 3.76
2.5 | 1.244 | 8.886e+03 | 3156, 6155 | 5.35
3.0 | 0.500 | 6.174e+02 | 13570, 17626 | 5.75
3.5 | 0.231 | 9.191e+01 | 46575, 32901 | 1.04
4.0 | 0.119 | 2.203e+01 | 135547, 25074 | -4.23
Peak exponent, W=5 mm: 5.92 at 2.8 K
Peak exponent, W=20 mm: 6.69 at 2.4 K
Wall-slip gain at 3 K: 36.5 %
Umklapp loss at 3 K: 4.8 %
Curved dispersion: conductivity change 3.96 %
Curved dispersion: ideal exponent 8.083
Unequal speeds tested: 1100 (two), 2000 m/s
Unequal speeds, fixed lifetime: change 19.2 %
Residual resistivity assumed: 0.40 microohm cm
Electronic conductivity at 3 K: 18.3 W/(m K)
Electronic/BTE phonon conductivity: 0.10 %
Carrier density assumed: 3.0e+17 1/cm3
Heat-capacity share below 2k_F, sphere: 3.0 %
```
